# WKB resistance ratio of a ferroelectric tunnel junction: a numerical check

```python
"""Low-bias resistance ratio of a ferroelectric tunnel junction.

Result under test: for a rectangular barrier of thickness d and height phi
above the Fermi level, the WKB conductance per area is
  G/A = e^2/(2 pi h) * (kappa/d) * (1 + 1/(2 kappa d)) * exp(-2 kappa d),
  kappa = sqrt(2 m phi)/hbar.
Switching phi between 1.4 and 1.6 eV at d = 3 nm gives R_off/R_on near 12.
Lengths are in nm and energies in eV, measured from the emitter Fermi level.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import digamma, expit

thickness = 3.0
phi_on, phi_off = 1.4, 1.6
fermi_energy = 5.0
temperature = 300.0
read_bias, write_bias = 0.1, 2.0
optical_permittivity = 5.0
shift_left, shift_right = 0.35, 0.15
cell_height = 0.4
thin_fraction = 0.1
junction_area_cm2 = 1e-8

e, h, hbar, m = const.e, const.h, const.hbar, const.m_e
wave_scale = np.sqrt(2 * m * e) / hbar * 1e-9      # nm^-1 eV^-1/2
kT = const.k * temperature / e
energy_prefactor = 4 * np.pi * m * e**3 / h**3 * 1e-4   # S cm^-2 eV^-1


def decay(phi, mass=1.0):
    return wave_scale * np.sqrt(mass * phi)


def conductance_formula(kappa, d):
    """Closed WKB conductance per area in S/cm2."""
    per_nm2 = (e**2 / (2 * np.pi * h) * kappa / d
               * (1 + 1 / (2 * kappa * d)) * np.exp(-2 * kappa * d))
    return per_nm2 * 1e14


def conductance_transverse(phi, mass_ratio=1.0):
    """Direct sum over transverse momentum; mass_ratio = m_normal/m_transverse."""
    kappa = decay(phi)
    k_fermi = wave_scale * np.sqrt(fermi_energy)

    def integrand(k):
        extra = np.sqrt(kappa**2 + mass_ratio * k**2) - kappa
        return k / (2 * np.pi) * np.exp(-2 * thickness * extra)
    total = quad(integrand, 0, k_fermi, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
    return 2 * e**2 / h * total * np.exp(-2 * kappa * thickness) * 1e14


points = 800
x = (np.arange(points) + 0.5) * thickness / points


def conductance_profile(profile, thermal=0.0, bias=0.0):
    """WKB current/bias per area (S/cm2) for any barrier profile U(x).

    bias = 0 means the linear limit; finite bias needs thermal > 0.
    """
    top = 3.0 if thermal > 0 else 0.0
    energy = np.linspace(-fermi_energy, top, 6001)
    potential = profile - bias * x / thickness
    action = np.zeros_like(energy)
    for level in potential:
        action += np.sqrt(np.maximum(level - energy, 0))
    transmission = np.exp(-2 * wave_scale * action * thickness / points)
    if bias > 0:
        supply = thermal / bias * (np.logaddexp(0, -energy / thermal)
                                   - np.logaddexp(0, -(energy + bias) / thermal))
    elif thermal > 0:
        supply = expit(-energy / thermal)
    else:
        supply = np.ones_like(energy)
    return energy_prefactor * trapezoid(transmission * supply, energy)


def transmission_schrodinger(phi):
    """Integrate the wave equation backwards from the transmitted wave."""
    k = wave_scale * np.sqrt(fermi_energy)
    kappa_squared = wave_scale**2 * phi
    solution = solve_ivp(lambda s, y: [y[1], kappa_squared * y[0]],
                         (thickness, 0), np.array([1.0 + 0j, 1j * k]),
                         method="DOP853", rtol=1e-10, atol=1e-12)
    psi, slope = solution.y[:, -1]
    incident = 0.5 * (psi + slope / (1j * k))
    return 1 / abs(incident)**2


def matching_factor(phi):
    return 16 * fermi_energy * phi / (fermi_energy + phi)**2


def conductance_matched(phi):
    """Zero-temperature conductance with exact rectangular-barrier matching."""
    def exact(energy):
        kinetic, height = fermi_energy + energy, phi - energy
        s = np.sinh(wave_scale * np.sqrt(height) * thickness)
        return 1 / (1 + (kinetic + height)**2 * s**2 / (4 * kinetic * height))
    energy = np.linspace(-fermi_energy + 1e-9, 0, 20001)
    return energy_prefactor * trapezoid(exact(energy), energy)


# --- main result ---
kappa_on, kappa_off = decay(phi_on), decay(phi_off)
exponent_on = 2 * kappa_on * thickness
exponent_off = 2 * kappa_off * thickness
ratio_normal = np.exp(exponent_off - exponent_on)
G_on = conductance_formula(kappa_on, thickness)
G_off = conductance_formula(kappa_off, thickness)
ratio_sum = G_on / G_off
phi_mean = 0.5 * (phi_on + phi_off)
ratio_linearized = np.exp(decay(phi_mean) * thickness
                          * (phi_off - phi_on) / phi_mean)
assert abs(ratio_normal - 12) < 0.6 and abs(ratio_sum - 12) < 0.6
assert abs(ratio_linearized / ratio_normal - 1) < 0.01

# --- wave equation against WKB with matching factor ---
T_on, T_off = transmission_schrodinger(phi_on), transmission_schrodinger(phi_off)
for phi, T, exponent in ((phi_on, T_on, exponent_on), (phi_off, T_off, exponent_off)):
    assert abs(T / (matching_factor(phi) * np.exp(-exponent)) - 1) < 1e-5

# --- transverse sum, energy integral and mass anisotropy ---
flat = np.ones(points)
for phi, G in ((phi_on, G_on), (phi_off, G_off)):
    assert abs(conductance_transverse(phi) / G - 1) < 1e-6
    assert abs(conductance_profile(phi * flat) / G - 1) < 1e-3
for mass_ratio in (0.5, 2.0):
    scaled_on = conductance_transverse(phi_on, mass_ratio)
    scaled_off = conductance_transverse(phi_off, mass_ratio)
    assert abs(scaled_on * mass_ratio / G_on - 1) < 1e-5
    assert abs(scaled_on / scaled_off / ratio_sum - 1) < 1e-5

# --- temperature and read bias ---
warm, biased, slopes = [], [], []
for phi, G in ((phi_on, G_on), (phi_off, G_off)):
    c = decay(phi) * thickness / phi
    G_warm = conductance_profile(phi * flat, kT)
    G_biased = conductance_profile(phi * flat, kT, read_bias)
    u = np.pi * c * kT
    half = c * read_bias / 2
    assert abs(G_warm / G / (u / np.sin(u)) - 1) < 0.01
    assert abs(G_biased / G_warm / (np.sinh(half) / half) - 1) < 0.02
    warm.append(G_warm)
    biased.append(G_biased)
    slopes.append(c)
over_barrier = energy_prefactor * kT * np.log1p(np.exp(-phi_on / kT)) / warm[0]
assert over_barrier < 1e-3

# --- image force between two metal electrodes ---
image_scale = e / (8 * np.pi * const.epsilon_0 * optical_permittivity) * 1e9


def image_potential(position):
    s = position / thickness
    series = -0.5 * (digamma(1 - s) + digamma(1 + s)) - np.euler_gamma
    return -image_scale / thickness * (1 / (2 * s) + series)


n = np.arange(1, 200001)
probe = 0.8
explicit = -image_scale * (1 / (2 * probe) + np.sum(
    n * thickness / ((n * thickness)**2 - probe**2) - 1 / (n * thickness)))
assert abs(explicit / image_potential(probe) - 1) < 1e-8
image = image_potential(x)
image_on = conductance_profile(phi_on + image)
image_off = conductance_profile(phi_off + image)

# --- depolarizing tilt that reverses with the polarization ---
tilt = shift_left + (-shift_right - shift_left) * x / thickness
profile_off, profile_on = phi_mean + tilt, phi_mean - tilt
assert abs(profile_off.mean() - phi_off) < 1e-9
assert abs(profile_on.mean() - phi_on) < 1e-9
ratio_tilt = conductance_profile(profile_on) / conductance_profile(profile_off)
ratio_combined = (conductance_profile(profile_on + image, kT, read_bias)
                  / conductance_profile(profile_off + image, kT, read_bias))

# --- matching, mass, thickness, leakage, writing ---
ratio_matched = conductance_matched(phi_on) / conductance_matched(phi_off)


def ratio_for(mass, d):
    return (conductance_formula(decay(phi_on, mass), d)
            / conductance_formula(decay(phi_off, mass), d))


thin = thickness - cell_height
thin_on = conductance_formula(kappa_on, thin)
thin_off = conductance_formula(kappa_off, thin)
ratio_patchy = (((1 - thin_fraction) * G_on + thin_fraction * thin_on)
                / ((1 - thin_fraction) * G_off + thin_fraction * thin_off))
leak = G_on - 2 * G_off
assert abs((G_on + leak) / (G_off + leak) - 2) < 1e-9
write_current = conductance_profile(phi_on * flat, kT, write_bias) * write_bias
read_current = biased[0] * read_bias * junction_area_cm2
read_current_off = biased[1] * read_bias * junction_area_cm2

print(f"Thickness: {thickness:.1f} nm; heights: {phi_on:.1f} and {phi_off:.1f} eV")
print(f"Electrode Fermi energy: {fermi_energy:.1f} eV")
print(f"sqrt(2m)/hbar: {wave_scale:.4f} nm^-1 eV^-1/2")
print(f"kappa ON, OFF: {kappa_on:.4f}, {kappa_off:.4f} nm^-1")
print(f"2 kappa d ON, OFF: {exponent_on:.3f}, {exponent_off:.3f}")
print(f"Exponent difference: {exponent_off - exponent_on:.4f}")
print(f"WKB transmission ON, OFF: {np.exp(-exponent_on):.3e}, {np.exp(-exponent_off):.3e}")
print(f"Ratio, normal incidence: {ratio_normal:.2f}")
print(f"Ratio, linearized exponent: {ratio_linearized:.2f}")
print(f"Prefactor ratio ON/OFF: {ratio_sum / ratio_normal:.4f}")
print(f"Ratio, transverse sum: {ratio_sum:.2f}")
print(f"G/A ON, OFF: {G_on:.3e}, {G_off:.3e} S/cm2")
print(f"R*A ON, OFF: {1 / G_on:.3e}, {1 / G_off:.3e} ohm cm2")
print(f"Exact T at E_F ON, OFF: {T_on:.3e}, {T_off:.3e}")
print(f"Matching factor ON, OFF: {matching_factor(phi_on):.3f}, {matching_factor(phi_off):.3f}")
print(f"Ratio, exact matching and transverse sum: {ratio_matched:.2f}")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"c = kappa d/phi ON, OFF: {slopes[0]:.2f}, {slopes[1]:.2f} eV^-1")
print(f"Thermal gain ON, OFF: {warm[0] / G_on:.3f}, {warm[1] / G_off:.3f}")
print(f"Ratio at 300 K, linear bias: {warm[0] / warm[1]:.2f}")
print(f"Over-barrier share of ON conductance: {over_barrier:.1e}")
print(f"Read bias: {read_bias:.1f} V")
print(f"Bias gain ON, OFF: {biased[0] / warm[0]:.3f}, {biased[1] / warm[1]:.3f}")
print(f"Ratio at 300 K and read bias: {biased[0] / biased[1]:.2f}")
print(f"Junction area: {junction_area_cm2 * 1e8:.1f} um2")
print(f"Read current ON, OFF: {read_current:.2e}, {read_current_off:.2e} A")
print(f"Electrons per second ON, OFF: {read_current / e:.0f}, {read_current_off / e:.0f}")
print(f"Optical relative permittivity: {optical_permittivity:.1f}")
print(f"Image lowering at mid-barrier: {-image_potential(thickness / 2):.4f} eV")
print(f"Image-force gain ON, OFF: {image_on / G_on:.2f}, {image_off / G_off:.2f}")
print(f"Ratio with image force: {image_on / image_off:.2f}")
print(f"Interface shifts: {shift_left:.2f}, {shift_right:.2f} eV")
print(f"Depolarizing field: {(shift_left + shift_right) / thickness * 10:.2f} MV/cm")
print(f"Ratio with reversing tilt: {ratio_tilt:.2f}")
print(f"Ratio, tilt + image + 300 K + read bias: {ratio_combined:.2f}")
print(f"Ratio for barrier mass 0.5 and 2: {ratio_for(0.5, thickness):.2f}, {ratio_for(2.0, thickness):.2f}")
print(f"Thinner film: {thin:.1f} nm; ON conductance gain: {thin_on / G_on:.1f}")
print(f"Ratio of thinner film: {thin_on / thin_off:.2f}")
print(f"Ratio with {100 * thin_fraction:.0f} % of area thinner: {ratio_patchy:.2f}")
print(f"Leak R*A that cuts ratio to 2: {1 / leak:.3e} ohm cm2")
print(f"Write bias: {write_bias:.1f} V; mean field: {write_bias / thickness * 10:.2f} MV/cm")
print(f"Write current density, ON barrier: {write_current:.2e} A/cm2")
print("all tests passed")
```

It prints:

```
Thickness: 3.0 nm; heights: 1.4 and 1.6 eV
Electrode Fermi energy: 5.0 eV
sqrt(2m)/hbar: 5.1232 nm^-1 eV^-1/2
kappa ON, OFF: 6.0618, 6.4804 nm^-1
2 kappa d ON, OFF: 36.371, 38.882
Exponent difference: 2.5112
WKB transmission ON, OFF: 1.601e-16, 1.299e-17
Ratio, normal incidence: 12.32
Ratio, linearized exponent: 12.30
Prefactor ratio ON/OFF: 0.9370
Ratio, transverse sum: 11.54
G/A ON, OFF: 2.049e-07, 1.775e-08 S/cm2
R*A ON, OFF: 4.880e+06, 5.634e+07 ohm cm2
Exact T at E_F ON, OFF: 4.377e-16, 3.818e-17
Matching factor ON, OFF: 2.734, 2.938
Ratio, exact matching and transverse sum: 10.79
Temperature: 300 K; kT: 0.02585 eV
c = kappa d/phi ON, OFF: 12.99, 12.15 eV^-1
Thermal gain ON, OFF: 1.210, 1.180
Ratio at 300 K, linear bias: 11.84
Over-barrier share of ON conductance: 5.1e-09
Read bias: 0.1 V
Bias gain ON, OFF: 1.074, 1.064
Ratio at 300 K and read bias: 11.94
Junction area: 1.0 um2
Read current ON, OFF: 2.66e-16, 2.23e-17 A
Electrons per second ON, OFF: 1662, 139
Optical relative permittivity: 5.0
Image lowering at mid-barrier: 0.0665 eV
Image-force gain ON, OFF: 36.49, 31.33
Ratio with image force: 13.44
Interface shifts: 0.35, 0.15 eV
Depolarizing field: 1.67 MV/cm
Ratio with reversing tilt: 11.64
Ratio, tilt + image + 300 K + read bias: 13.61
Ratio for barrier mass 0.5 and 2: 5.54, 32.65
Thinner film: 2.6 nm; ON conductance gain: 147.9
Ratio of thinner film: 8.26
Ratio with 10 % of area thinner: 8.40
Leak R*A that cuts ratio to 2: 5.903e+06 ohm cm2
Write bias: 2.0 V; mean field: 6.67 MV/cm
Write current density, ON barrier: 2.96e+00 A/cm2
all tests passed
```
